# Image energy of an electron midway between two metal plates

## The problem

A leakage electron crosses a low-k dielectric between two metal lines. Each metal attracts it through the charge it induces there, and this attraction lowers the barrier that the electron must pass.

Model the lines as two wide, flat, perfectly conducting plates a distance $d$ apart, both at potential zero. The gap is filled with a uniform linear dielectric of relative permittivity $\kappa$. The electron is a classical point charge at rest, and no other mobile charge is present.

The algebra uses atomic units, in which $e=m=\hbar=4\pi\varepsilon_0=1$, so a charge $q$ in the dielectric has the potential $q/(\kappa r)$. The electron has $q=-1$. The zero of energy is the same electron in the same dielectric with both plates infinitely far away. Distance from the midplane is $s$, so the plates lie at $s=\pm d/2$; distance along the plates is $\rho$.

## Part (a): the images

**Question.** The charge $q$ is at $s=0$. Find all its images, and give an order of adding their potentials that keeps both plates at zero.

**Answer.** A mirror image in a grounded plate has the opposite charge. Reflection in the right plate takes $s$ to $d-s$, and reflection in the left plate takes $s$ to $-d-s$. The first images are therefore $-q$ at $s=d$ and at $s=-d$. Each must be reflected in the other plate, which gives $+q$ at $\mp2d$, and so on. The full set is

$$q_n=(-1)^n q\quad\text{at}\quad s_n=nd,\qquad n=\pm1,\pm2,\dots$$

All images lie outside the gap, so inside it the potential has the real charge as its one source.

The order matters because the sum of $1/|n|$ without signs diverges. Keep the images with $|n|\le N$, and count the real charge as $n=0$. On the right plate, charges $n$ and $1-n$ are mirror partners: their distances are equal and their signs opposite. They cancel in pairs, except for $n=-N$, whose partner $N+1$ is missing. The size of the potential left on the plate is at most

$$\frac{|q|}{\kappa\,(N+\tfrac12)\,d}\;\longrightarrow\;0 .$$

By symmetry the same holds on the left plate. Adding the images in shells of equal $|n|$ thus meets the boundary condition in the limit.

The solution is also the right one far along the gap. The images on each side form an alternating series with falling terms, so each side contributes at most its first term, which is below $|q|/(\kappa\rho)$. With the real charge, the total is below $3|q|/(\kappa\rho)$ and vanishes at large $\rho$. Two solutions with these properties differ by a source-free potential that is zero on the whole boundary, and such a potential is zero throughout.

## Part (b): the sum

**Question.** Find the potential $\phi$ of the images at the position of the charge. What would result if two positive images were taken for each negative one (signs relative to $q$)?

**Answer.** Each shell has two images at distance $nd$, so

$$\phi=\frac{2q}{\kappa d}\sum_{n=1}^{\infty}\frac{(-1)^n}{n}.$$

To sum the series, start from the finite geometric sum

$$1-t+t^2-\dots+(-t)^{N-1}=\frac{1-(-t)^N}{1+t}$$

and integrate from $t=0$ to $1$:

$$\sum_{n=1}^{N}\frac{(-1)^{n-1}}{n}=\ln2-\int_0^1\frac{(-t)^N}{1+t}\,dt .$$

Since $1+t\ge1$, the last integral is at most $\int_0^1t^N dt=1/(N+1)$ in size, and it vanishes as $N$ grows. Hence

$$\phi=-\frac{2q\ln2}{\kappa d}.$$

For large $N$ the integrand is concentrated near $t=1$, where $1/(1+t)\approx\tfrac12$, so the remainder is about $1/(2N)$. An error of 1 percent of $\ln 2$ needs $N\approx1/(0.02\ln2)\approx72$. Direct summation also gives 72 shells.

Now take the other order. Keep negative images up to $|n|=2M-1$, but positive ones up to $|n|=4M$. Compared with the symmetric set $|n|\le2M$, there are extra positive images at $|n|=2m$ with $m=M+1,\dots,2M$. They are far away, so throughout any fixed region of the gap they add the same potential,

$$\frac{2q}{\kappa d}\sum_{m=M+1}^{2M}\frac1{2m}=\frac{q}{\kappa d}\sum_{m=M+1}^{2M}\frac1m\;\longrightarrow\;\frac{q\ln2}{\kappa d}.$$

The limit follows because the last sum approaches $\int_1^2 dy/y$. This order leaves the plates at potential $q\ln2/(\kappa d)$ instead of zero, and halves the size of $\phi$. It answers a different electrostatic problem.

## Part (c): the energy

**Question.** Find the interaction energy $W$, in atomic and in SI units.

**Answer.** The induced charge is not there beforehand; it grows with the electron's charge. Build up the charge as $\lambda q$, with $\lambda$ rising from 0 to 1. The image potential at that stage is $\lambda\phi$, and adding $q\,d\lambda$ costs $\lambda\phi\,q\,d\lambda$. Charge flowing onto the plates costs nothing, since they are at potential zero. The work of assembling the charge against its own field is the same with the plates far away, so it drops out. Therefore

$$W=\int_0^1\lambda\,q\phi\,d\lambda=\tfrac12q\phi=-\frac{q^2\ln2}{\kappa d}.$$

With $q^2=1$ for the electron, and $\varepsilon=\kappa\varepsilon_0$ in SI units,

$$\boxed{W=-\frac{\ln2}{\kappa d}\quad\text{(atomic units)},\qquad W=-\frac{e^2\ln2}{4\pi\varepsilon d}\quad\text{(SI)}}$$

The energy is negative because the induced charge attracts the electron. It vanishes as $1/d$ for distant plates.

Cutting the series after one shell gives $-1/(\kappa d)$. This is the sum of two separate one-plate energies, $-1/(4\kappa x)$ each with $x=d/2$, and it is 44 percent too large in size. The second shell brings the value to $-0.5/(\kappa d)$, the third to $-0.833/(\kappa d)$: the partial sums fall on alternate sides of the limit.

## Part (d): a check without images

**Question.** Confirm $\phi$ by expanding the potential in waves along the plates. Then confirm the factor $\tfrac12$ from the force on the plates in vacuum.

**Answer.** The potential of a point charge can be written as

$$\frac1{\sqrt{\rho^2+s^2}}=\int_0^\infty J_0(k\rho)\,e^{-k|s|}\,dk ,$$

where the Bessel function $J_0(k\rho)$ is the average of plane waves of wave number $k$ over all directions in the plane. Both sides solve Laplace's equation away from the charge and equal $1/|s|$ on the axis $\rho=0$. The values on the axis fix an axially symmetric solution, so the two sides agree.

The induced part must be free of sources in the gap and even in $s$, which calls for $J_0(k\rho)\cosh ks$:

$$\Phi(\rho,s)=\frac q\kappa\int_0^\infty J_0(k\rho)\left[e^{-k|s|}+A(k)\cosh ks\right]dk .$$

Setting the bracket to zero at $s=\pm d/2$ gives

$$A=-\frac{e^{-kd/2}}{\cosh(kd/2)}=-\frac{2e^{-kd}}{1+e^{-kd}} .$$

At the charge, where $J_0=\cosh=1$,

$$\phi=\frac q\kappa\int_0^\infty A\,dk=\frac{2q}{\kappa d}\Big[\ln(1+e^{-kd})\Big]_0^\infty=-\frac{2q\ln2}{\kappa d}.$$

This agrees with part (b), and no question of order arises.

For the force, set $\kappa=1$. The normal field at the right plate is $-\partial\Phi/\partial s$ at $s=d/2$. With $a=kd/2$, its bracket is

$$e^{-a}-A\sinh a=e^{-a}\,\frac{\cosh a+\sinh a}{\cosh a}=\frac1{\cosh a},$$

so that

$$E(\rho)=q\int_0^\infty\frac{k\,J_0(k\rho)}{\cosh(kd/2)}\,dk .$$

The field pulls on the plate with $E^2/8\pi$ per unit area. The orthogonality relation $\int_0^\infty\rho J_0(k\rho)J_0(k'\rho)\,d\rho=\delta(k-k')/k$ removes one of the two wave-number integrals:

$$f=\int_0^\infty\frac{E^2}{8\pi}\,2\pi\rho\,d\rho=\frac{q^2}4\int_0^\infty\frac{k\,dk}{\cosh^2(kd/2)}=\frac{q^2}{d^2}\int_0^\infty\frac{t\,dt}{\cosh^2t},$$

with $t=kd/2$. The antiderivative is $t\tanh t-\ln\cosh t$. It is zero at $t=0$ and tends to $t-(t-\ln2)=\ln2$ at large $t$. Hence $f=q^2\ln2/d^2$. Adding the fields of the images numerically at $d=1$ bohr gives 0.693147 hartree/bohr, in agreement.

Now draw both plates outward equally, so that the electron stays midway and feels no net force. When the spacing $D$ grows by $dD$, each plate moves by $dD/2$, and the work done is $2f\,dD/2=f\,dD$. Separating the plates completely costs

$$\int_d^\infty\frac{q^2\ln2}{D^2}\,dD=\frac{q^2\ln2}{d}=-W .$$

The factor $\tfrac12$ is confirmed without using the charging argument.

## Part (e): why the midpoint matters

**Question.** Find $W(x)$ at distance $x$ from the left plate. Show that the midpoint is the top of the barrier when no voltage is applied, and find the limit close to a plate.

**Answer.** Measure positions from the left plate. Repeated reflection now gives images $+q$ at $x+2nd$ with $n\neq0$, and $-q$ at $-x+2nd$ for every integer $n$. Seen from the charge, the positive images are at distances $2d,4d,\dots$ on both sides. The negative ones are at $2x+2nd$ on the left and $2(n+1)d-2x$ on the right, with $n=0,1,\dots$ Take two positive and two negative images per group. After any number of groups, there is for each plate just one charge whose mirror partner in that plate is missing, and the potential it leaves on the plate vanishes as the cut recedes. With $u=x/d$, $q^2=1$ and the factor $\tfrac12$,

$$W(x)=\frac1{4\kappa d}\sum_{n=0}^\infty\left[\frac2{n+1}-\frac1{n+u}-\frac1{n+1-u}\right].$$

At $u=\tfrac12$ each bracket is $4\left[\frac1{2n+2}-\frac1{2n+1}\right]$. The sum is $-4\ln2$, which returns the result of part (c).

The second derivative of each bracket with respect to $u$ is $-2/(n+u)^3-2/(n+1-u)^3$, which is negative. The curve is therefore concave. It is also symmetric under $u\to1-u$, so its maximum is at $u=\tfrac12$. At zero voltage, $|W(d/2)|$ is the amount by which the image attraction lowers a flat barrier.

For small $u$, the term $-1/u$ dominates and gives the one-plate energy $-1/(4\kappa x)$. The constant terms are $2-1+\sum_{n\ge1}\left[\frac1{n+1}-\frac1n\right]=1-1=0$. The terms linear in $u$ are $-u+u\sum_{n\ge1}\left[\frac1{n^2}-\frac1{(n+1)^2}\right]=-u+u=0$. The far plate thus enters first at order $u^2$.

## Part (f): a low-k gap between copper lines

**Question.** Evaluate the midpoint energy for $d=20$ nm and $\kappa=2.7$, and compare it with $k_BT$ at 378 K.

**Answer.** With $e^2/(4\pi\varepsilon_0)=1.440$ eV nm, the coefficient is $1.440\times0.6931=0.998$ eV nm (9.98 eV Å), and

$$W=-\frac{0.998}{2.7\times20}\ \text{eV}=-0.0185\ \text{eV},$$

or $-6.8\times10^{-4}$ hartree. The thermal energy is 0.0326 eV. For thermal emission over a fixed barrier, the lowering raises the one-way rate by $\exp(0.0185/0.0326)\approx1.8$. This assumes that the electron crosses without scattering. If its mean free path is much shorter than the gap, as is likely in an amorphous film, the flux scales as the inverse of $\int_0^d e^{W(x)/k_BT}dx$, with $W(x)$ from part (e). The whole profile then counts, and the factor is about 2.8.

## Part (g): an applied field

**Question.** A voltage now adds the energy $-Fx$, where $F>0$ is the force on the electron and $x$ is measured from the cathode. Find the barrier lowering when its top lies close to the cathode, and evaluate it at 1 MV/cm. Does the midpoint result still describe the leakage barrier?

**Answer.** The applied potential adds to that of the images and leaves $W(x)$ unchanged. Near the cathode the barrier is $U=U_0-1/(4\kappa x)-Fx$, with $U_0$ its height without images or field. Setting $dU/dx=1/(4\kappa x^2)-F=0$ gives

$$x_m=\frac1{2\sqrt{\kappa F}},\qquad U_0-U(x_m)=\tfrac12\sqrt{F/\kappa}+\tfrac12\sqrt{F/\kappa}=\sqrt{F/\kappa}.$$

This is the Schottky lowering. A field of 1 MV/cm means $F=0.1$ eV/nm, so the lowering is $\sqrt{1.440\times0.1/2.7}=0.231$ eV. The full $W(x)$ gives the same value to three digits, with the top 1.15 nm from the cathode. There $u\approx0.06$, and part (e) shows why the far plate hardly matters.

The midpoint result therefore no longer gives the barrier lowering. With all else fixed, a field of 0.0225 MV/cm, or 0.045 V across the gap, already doubles the zero-voltage lowering.

## Part (h): limits of the model

**Question.** Which effects does the model neglect for this gap?

**Answer.** The spacing and permittivity are rough values for an organosilicate dielectric in dense copper wiring. The field of 1 MV/cm corresponds to 2 V, which is more than the supply of present logic circuits and closer to a leakage test. It is about 0.17 of an assumed rough breakdown field of 6 MV/cm.

**Polarization.** The lattice needs time to respond. At the constant thermal speed $\sqrt{k_BT/m}$ and without collisions, with an assumed effective mass of 0.5 electron masses, an electron crosses the gap in about 190 fs but covers the 1.15 nm to the barrier top in about 11 fs. A rough Si–O vibration period is 33 fs. The first time favours the static permittivity for the midpoint. The second is an overestimate, because the electron moves faster in the image well near the cathode: with the same speed at the top, the time is about 5.5 fs, a sixth of a period. The lattice may therefore not respond fully at the Schottky barrier; the optical permittivity, roughly 2.0, is the limit of no lattice response. The optical value would change the midpoint energy to $-0.025$ eV and the lowering at 1 MV/cm to 0.27 eV.

**Tunnelling.** For an assumed barrier of 1.2 eV, a semiclassical estimate raises the emission by less than 1 percent at zero voltage, but by a factor of about 3 at 1 MV/cm. Neither figure should be used as a correction. Near a plate the potential changes too fast over an electron wavelength for the semiclassical method to hold, and the method misses the reflection of the wave there. This reflection works against the gain from tunnelling. For the assumed mass it can remove most of the gain at 1 MV/cm and give a net loss at zero voltage. Its size depends on how the image potential is cut off at the metal, and the net factor depends strongly on the effective mass.

**The metal.** In the Thomas–Fermi model of copper with a sharp edge, the field dies out over a screening length $\lambda\approx0.055$ nm. A field $E$ in the dielectric continues as $\kappa E$ in the metal, and the potential drop there is $\kappa E\lambda$, as if the dielectric were thicker by $\kappa\lambda$. For $\kappa\lambda\ll d$ this gives $d+2\kappa\lambda=20.3$ nm and reduces $|W|$ by 1.5 percent. The model leaves out the electrons that spill past a real metal surface. They move the induced charge outward, which acts the other way, so neither the size nor the sign of this correction is settled for real copper. Real copper lines usually have a thin liner of another conductor, whose screening length may then be the one that matters.

**Finite lines.** For lines 40 nm high and an electron at mid-height, 14 percent of the charge induced on a wide plate lies more than 20 nm from the point opposite the electron. Summed along the line, the induced charge falls off with height $y$ as $1/\cosh(\pi y/d)$, so the share beyond the line's edges is $(4/\pi)\arctan e^{-\pi}\approx5.5$ percent. These shares are not the error in $W$, which is far smaller: for two thin strips 40 nm high in a uniform dielectric, $|W|$ falls by only about 0.1 percent.

Real low-k films also contain traps and disorder, so the assumption of a uniform, empty dielectric fails. Their effect is not calculated here. For comparison, a local barrier change of just $k_BT$, or 0.033 eV, would alter the thermal emission at that spot by a factor $e\approx2.7$ at 378 K, while the whole midpoint image energy alters it by about 1.8 for a crossing without scattering. The effect on the total emission depends on how such changes are spread over the film. The numerical output below lists the values used.

## Computed values

```
CHECKS, atomic units, kappa = 1, d = 1
ln 2: 0.693147
midpoint energy from modes: -0.693147 hartree
force on one plate: 0.693147 hartree/bohr
energy, wrong order of sum: -0.3466 hartree
plate potential, wrong order: 0.6931 hartree/e
energy with 1 image shells: -1.0000 hartree
energy with 2 image shells: -0.5000 hartree
energy with 3 image shells: -0.8333 hartree
energy with 4 image shells: -0.5833 hartree
energy with 10 image shells: -0.6456 hartree
shells needed for 1 percent: 72
INPUTS, rough typical values
spacing: 20 nm; line height: 40 nm
permittivity static: 2.7; optical: 2.0
barrier: 1.2 eV; mass: 0.5 electron masses
temperature: 378 K; field: 1.0 MV/cm
breakdown field: 6.0 MV/cm
copper electron density: 8.5e+28 1/m^3
vibration wave number: 1000 1/cm
MAIN RESULT
e^2/(4 pi epsilon0): 1.4400 eV nm
ln2 e^2/(4 pi epsilon0): 0.9981 eV nm
same coefficient: 9.981 eV angstrom
midpoint energy, static: -0.01848 eV
same energy: -6.793e-04 hartree
midpoint energy, optical: -0.02495 eV
one image per plate, static: -0.02667 eV
its excess in size: 44.3 percent
NEGLECTED EFFECTS
kT: 0.03257 eV
emission factor exp(|W|/kT): 1.76
applied voltage: 2.00 V
field energy drop to midpoint: 1.00 eV
barrier top at field, from cathode: 1.154 nm
barrier lowering at field, static: 0.2310 eV
one-plate Schottky formula: 0.2309 eV
barrier lowering at field, optical: 0.2684 eV
field doubling zero-bias lowering: 0.0225 MV/cm
tunnelling gain at zero bias: 1.005
tunnelling gain at field, rough: 2.9
time to cross the gap: 187 fs
time to reach top at field: 11 fs
vibration period: 33 fs
copper screening length: 0.0553 nm
effective spacing: 20.30 nm
midpoint energy with screening: -0.01821 eV
change by screening: -1.47 percent
induced charge outside circle: 13.6 percent
field over breakdown field: 0.17
```
